# Largest uniaxial extension from one fcc-to-hcp martensite variant in Fe-Mn-Si: a program that tests the result

```python
# Result under test: the complete fcc-to-hcp shear is gamma = 1/(2 sqrt 2), and the
# largest small-strain extension from one variant is gamma/2, about 17.7 percent.
# a: fcc lattice parameter; n: unit normal of the (111) layers; s: unit shear
# direction [11-2]; b: Shockley partial a/6[11-2]; F = I + gamma s(x)n: deformation
# gradient; l: unit loading axis; q: fractional contraction of the layer spacing.
# Material parameters are rough, round values in the regime of Fe-Mn-Si alloys.
import itertools
import numpy as np

a = 0.36                   # nm
q = 0.01                   # layer contraction
stress_MPa = 300.0
young_GPa = 180.0
expansion = 16e-6          # 1/K
heating = 200.0            # K
fraction = 0.3             # transformed fraction

identity = np.eye(3)
n = np.array([1, 1, 1]) / np.sqrt(3)
s = np.array([1, 1, -2]) / np.sqrt(6)
b = a / 6 * np.array([1, 1, -2])
spacing = a / np.sqrt(3)
neighbour = a / np.sqrt(2)
gamma = 1 / (2 * np.sqrt(2))

# Explicit fcc atoms; pairs of layers are displaced by successive multiples of b.
sites = np.array([p for p in itertools.product(range(-7, 8), repeat=3)
                  if sum(p) % 2 == 0])
layer = sites.sum(axis=1) // 2


def distances(partial, home):
    """Distances, in parent neighbour distances, from the atom at site home."""
    atoms = sites * a / 2 + np.floor(layer / 2)[:, None] * partial
    index = np.where((sites == home).all(axis=1))[0][0]
    r = np.linalg.norm(atoms - atoms[index], axis=1) / neighbour
    return np.sort(np.delete(r, index))


def shells(r):
    return [int(np.sum(abs(r - x) < 1e-6))
            for x in (1, np.sqrt(2), np.sqrt(8 / 3), np.sqrt(3))]


fcc_shells = shells(distances(0 * b, (0, 0, 0)))
hcp_shells = shells(distances(b, (0, 0, 0)))
assert fcc_shells == [12, 6, 0, 24]
assert hcp_shells == [12, 6, 2, 18]
assert shells(distances(b, (1, 1, 0))) == hcp_shells
wrong_distance = distances(-b, (0, 0, 0))[0]
assert abs(wrong_distance - spacing / neighbour) < 1e-10 and wrong_distance < 0.9

# Deformation gradient from three parent vectors and their product images.
parent = a / 2 * np.array([[1, -1, 0], [0, 1, -1], [2, 2, 0]], float).T
product = parent.copy()
product[:, 2] += b
F = product @ np.linalg.inv(parent)
in_plane = product[:, 2] - 2 * spacing * n
coefficients = np.linalg.lstsq(parent[:, :2], in_plane, rcond=None)[0]
assert np.allclose(parent[:, :2] @ coefficients, in_plane, atol=1e-12)
assert np.allclose(coefficients, np.round(coefficients), atol=1e-10)
assert np.allclose(F, identity + gamma * np.outer(s, n), atol=1e-12)
assert abs(np.linalg.det(F) - 1) < 1e-12

# Small-strain maximum by diagonalization and by a search over directions.
E = (F + F.T) / 2 - identity
strains, axes = np.linalg.eigh(E)
small_max = strains[-1]
best_axis = axes[:, -1] * np.sign(axes[0, -1])
assert abs(small_max - gamma / 2) < 1e-12
assert np.allclose(best_axis, (n + s) / np.sqrt(2), atol=1e-10)

z, weight = np.polynomial.legendre.leggauss(200)
phi = (np.arange(400) + 0.5) * 2 * np.pi / 400
Z, PHI = np.meshgrid(z, phi, indexing="ij")
R = np.sqrt(1 - Z**2)
directions = np.stack([R * np.cos(PHI), R * np.sin(PHI), Z], -1).reshape(-1, 3)
weights = np.repeat(weight, 400) / 800
searched = np.einsum("ij,jk,ik->i", directions, E, directions).max()
assert gamma / 2 - 2e-4 < searched <= gamma / 2 + 1e-12

# Finite strain: direction search against the closed formula.
stretch = gamma / 2 + np.sqrt(1 + gamma**2 / 4)
lengths = np.linalg.norm(directions @ F.T, axis=1)
assert stretch - 3e-4 < lengths.max() <= stretch + 1e-12
assert 1 / stretch - 1e-12 <= lengths.min() < 1 / stretch + 3e-4
scale = 1e-4
tiny = np.linalg.svd(identity + scale * (F - identity), compute_uv=False)[0]
assert abs((tiny - 1) / scale - gamma / 2) < 1e-5
assert abs((stretch - 1 - gamma / 2) - gamma**2 / 8) < 2e-4
image = F @ best_axis
length_45 = np.linalg.norm(image)
rotation = np.degrees(np.arccos(image @ best_axis / length_45))
assert abs(rotation - (45 - np.degrees(np.arctan(1 / (1 + gamma))))) < 1e-8

# All variants from the proper rotations of the cube.
variants = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        rot = np.diag(signs) @ identity[list(order)]
        if np.linalg.det(rot) > 0:
            tensor = np.outer(rot @ s, rot @ n)
            if not any(np.allclose(tensor, old) for old in variants):
                variants.append(tensor)
variants = np.array(variants)
assert len(variants) == 12


def variant_strains(axis):
    l = np.array(axis, float)
    l /= np.linalg.norm(l)
    return gamma * np.einsum("i,vij,j->v", l, variants, l)


expected = {(0, 0, 1): (1 / 12, 1 / 6), (0, 1, 1): (1 / 6, 1 / 12),
            (1, 1, 1): (1 / 9, 1 / 18)}
fixed = {}
for axis, pair in expected.items():
    e = variant_strains(axis)
    fixed[axis] = (e.max(), -e.min())
    assert np.allclose(fixed[axis], pair, atol=1e-12)
ranked = np.sort(variant_strains(best_axis))[::-1]
assert abs(ranked[0] - gamma / 2) < 1e-12 and ranked[1] < ranked[0] - 1e-3

# Equal amounts of the three shear directions on one plane cancel.
same_plane = [v for v in variants if np.allclose(v @ n, v @ n @ n * n + v @ n)
              and abs(np.linalg.norm(v @ n) - 1) < 1e-10]
assert len(same_plane) == 3
assert np.allclose(sum(same_plane), 0, atol=1e-12)

# Partial transformation: follow a line through 1000 slabs, some transformed.
rng = np.random.default_rng(4)
transformed = np.zeros(1000, bool)
transformed[rng.choice(1000, int(round(1000 * fraction)), replace=False)] = True
end = sum((F if t else identity) @ best_axis / 1000 for t in transformed)
predicted = (identity + fraction * gamma * np.outer(s, n)) @ best_axis
assert np.allclose(end, predicted, atol=1e-12)
partial_small = fraction * gamma / 2
partial_finite = np.linalg.norm(end) - 1
assert abs(partial_finite - partial_small) < (fraction * gamma)**2

# Layer contraction.
F_contracted = F - q * np.outer(n, n)
E_contracted = (F_contracted + F_contracted.T) / 2 - identity
contracted = np.linalg.eigvalsh(E_contracted)[-1]
assert abs(contracted - (-q / 2 + np.sqrt(gamma**2 + q**2) / 2)) < 1e-12
contracted_finite = np.linalg.svd(F_contracted, compute_uv=False)[0] - 1

# Orientation average of the best variant, each grain free of its neighbours.


def best_extension(l):
    return gamma * np.einsum("pi,vij,pj->pv", l, variants, l, optimize=True).max(axis=1)


grain_best = best_extension(directions)
average = weights @ grain_best
random_axes = rng.normal(size=(100000, 3))
random_axes /= np.linalg.norm(random_axes, axis=1)[:, None]
assert abs(average - best_extension(random_axes).mean()) < 5e-4

elastic = stress_MPa / (1000 * young_GPa)
thermal = expansion * heating
near = np.array([4, 4, -1]) / np.sqrt(33)
off_axis = np.degrees(np.arccos(best_axis @ near))
assert off_axis < 1

print(f"Lattice parameter a (rough): {a:.2f} nm")
print(f"Length of partial b: {np.linalg.norm(b):.4f} nm")
print(f"Spacing of (111) layers: {spacing:.4f} nm")
print(f"Height of two layers: {2 * spacing:.4f} nm")
print("Shells at 1, sqrt2, sqrt(8/3), sqrt3 neighbour distances:")
print(f"  fcc: {fcc_shells} atoms")
print(f"  after the shear: {hcp_shells} atoms")
print(f"Closest pair, wrong sense: {wrong_distance:.4f} neighbour distances")
print(f"Shear gamma from the atoms: {s @ F @ n:.5f} (dimensionless)")
print(f"Largest small-strain extension: {100 * small_max:.2f} %")
print(f"Same, found by direction search: {100 * searched:.2f} %")
print("Best axis components:", np.round(best_axis, 4), "(unit vector)")
print(f"Angle from best axis to [44-1]: {off_axis:.2f} degrees")
print(f"Next-best variant on that axis: {100 * ranked[1]:.2f} %")
print(f"Largest finite extension: {100 * (stretch - 1):.2f} %")
print(f"Finite extension of the 45-degree line: {100 * (length_45 - 1):.2f} %")
print(f"Second-order estimate gamma^2/8: {100 * gamma**2 / 8:.2f} %")
print(f"Largest finite shortening: {100 * (1 - 1 / stretch):.2f} %")
print(f"Rotation of the 45-degree line: {rotation:.2f} degrees")
for axis, (pull, push) in fixed.items():
    name = "".join(map(str, axis))
    print(f"Axis [{name}]: extension {100 * pull:.2f} %, shortening {100 * push:.2f} %")
print(f"Orientation average of best extension: {100 * average:.2f} %")
print(f"Layer contraction q (rough): {100 * q:.1f} %")
print(f"Small-strain maximum with contraction: {100 * contracted:.2f} %")
print(f"Finite maximum with contraction: {100 * contracted_finite:.2f} %")
print(f"Stress (rough): {stress_MPa:.0f} MPa")
print(f"Young's modulus (rough): {young_GPa:.0f} GPa")
print(f"Elastic strain: {100 * elastic:.2f} %")
print(f"Thermal expansion (rough): {expansion:.1e} 1/K")
print(f"Heating (rough): {heating:.0f} K")
print(f"Thermal strain: {100 * thermal:.2f} %")
print(f"Transformed fraction (rough): {fraction:.2f} (dimensionless)")
print(f"Small-strain extension at that fraction: {100 * partial_small:.2f} %")
print(f"Finite extension at that fraction: {100 * partial_finite:.2f} %")
print("OK")
```

Printed output:

```
Lattice parameter a (rough): 0.36 nm
Length of partial b: 0.1470 nm
Spacing of (111) layers: 0.2078 nm
Height of two layers: 0.4157 nm
Shells at 1, sqrt2, sqrt(8/3), sqrt3 neighbour distances:
  fcc: [12, 6, 0, 24] atoms
  after the shear: [12, 6, 2, 18] atoms
Closest pair, wrong sense: 0.8165 neighbour distances
Shear gamma from the atoms: 0.35355 (dimensionless)
Largest small-strain extension: 17.68 %
Same, found by direction search: 17.68 %
Best axis components: [ 0.6969  0.6969 -0.1691] (unit vector)
Angle from best axis to [44-1]: 0.29 degrees
Next-best variant on that axis: 13.75 %
Largest finite extension: 19.23 %
Finite extension of the 45-degree line: 19.00 %
Second-order estimate gamma^2/8: 1.56 %
Largest finite shortening: 16.13 %
Rotation of the 45-degree line: 8.54 degrees
Axis [001]: extension 8.33 %, shortening 16.67 %
Axis [011]: extension 16.67 %, shortening 8.33 %
Axis [111]: extension 11.11 %, shortening 5.56 %
Orientation average of best extension: 15.10 %
Layer contraction q (rough): 1.0 %
Small-strain maximum with contraction: 17.18 %
Finite maximum with contraction: 18.74 %
Stress (rough): 300 MPa
Young's modulus (rough): 180 GPa
Elastic strain: 0.17 %
Thermal expansion (rough): 1.6e-05 1/K
Heating (rough): 200 K
Thermal strain: 0.32 %
Transformed fraction (rough): 0.30 (dimensionless)
Small-strain extension at that fraction: 5.30 %
Finite extension at that fraction: 5.44 %
OK
```
